# The Källén-Sabry potential and its 2P-2S shift in muonic hydrogen: test program

```python
# Kallen-Sabry potential and its 2P-2S shift in muonic hydrogen (hbar=c=m_e=1).
# V_KS(r) = -(Z alpha/r)(alpha/pi)^2 chi(r), chi = (1/3) int ds/s R_KS exp(-sqrt(s) r),
# R_KS = R1 + 2 pi1 R0.  R0, R1: one- and irreducible two-loop spectral functions,
# pi1 = Re Pi_1/(alpha/pi) on the cut.  v = tanh L = sqrt(1-4/s), p = exp(-2L),
# lam = photon mass, f1, f2 = vertex form factors over alpha/pi,
# beta = m_e/(Z alpha m_r).  Nonrelativistic first order, point proton.
import numpy as np, mpmath as mp
from math import factorial
from scipy.special import spence, eval_genlaguerre
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc, alpha, e, h as planck
pi = np.pi
def gl(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a+(b-a)*(x+1)/2, w*(b-a)/2
Li2 = lambda x: spence(1-x)
def close(a, b, tol): assert abs(a-b) <= tol*max(1.0, abs(b)), (a, b)

# ---------- closed forms ----------
R0 = lambda v: v*(3-v*v)/2
gIR = lambda v: 2*((1+v*v)*np.arctanh(v)/v-1)
def R1(L):
    v, p = np.tanh(L), np.exp(-2*L); l = 2*np.log1p(-p)+np.log1p(p)
    return ((3-v*v)*(1+v*v)/2*(2*Li2(p)+Li2(p*p)-2*L*l)-v*(3-v*v)*l
            + 2*p/(1+p)*(33-39*v-17*v*v+7*v**3)*L/8+3*v*(5-3*v*v)/8)
def pi1(L):
    v = np.tanh(L); return -8/9+v*v/3+v*(3-v*v)*L/3
Rred = lambda L: 2*pi1(L)*R0(np.tanh(L))
def pieces(v, lam):
    L = np.arctanh(v); p = np.exp(-2*L); z = 1-v*v
    f1 = gIR(v)*np.log(lam)/2-1+(1+2*v*v)*L/(2*v)+(1+v*v)/(4*v)*(pi**2-2*spence(p)-2*L*L)
    f2 = -z*L/(2*v)
    C = 2*L/v-(1+v*v)/v*(L*L+spence(p))
    A = 2*L*np.log1p(p)-spence(p*p)/2; B = -2*L+2*v*np.log(2*np.cosh(L))
    C1 = L/2-3*z*z*L/16-z*v/4-v*(1+v*v)/16; D1 = v*(1+v*v)/4-z*z*L/4
    H = (3-v*v)*((1+v*v)*A-B)+(2-v*v)*(2*v-2*L)-2*C1+D1
    return f1, f2, C, H
def Freal(y1, y2, mu):
    return (1+2*mu)*(2*(1-2*mu-y1-y2)/(y1*y2)-2*mu/y1**2-2*mu/y2**2)+y1/y2+y2/y1
def hspec(x, v):
    b = np.sqrt(1-(1-v*v)/(1-x)); t = np.arctanh(b)
    return (3-v*v)*((1+v*v-2*x)*t-(1-x)*b)/x+x*(2*t-b)

# ---------- Dirac algebra ----------
s3 = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
O = np.zeros((2, 2)); I4 = np.eye(4); g = [1, -1, -1, -1]
G = [np.diag([1, 1, -1, -1]).astype(complex)]+[np.block([[O, a], [-a, O]]) for a in s3]
sl = lambda q: sum(g[m]*q[m]*G[m] for m in range(4))
dot = lambda a, b: a[0]*b[0]-a[1]*b[1]-a[2]*b[2]-a[3]*b[3]
bar = lambda M: G[0]@M.conj().T@G[0]
def numer(kp, k):
    return [sum(g[n]*G[n]@(sl(kp)+I4)@G[m]@(sl(k)+I4)@G[n] for n in range(4)) for m in range(4)]

def contour(v, lam):   # Feynman-parameter integrals on a path below the pole at eta=v
    t, w = gl(0, 1, 400); eta = t-0.5j*t*(1-t); w = w*(1-0.5j*(1-2*t))
    M2 = (eta**2-v*v)/(1-v*v); s = 4/(1-v*v); lg = np.log(M2)
    f1 = 0.5*np.sum(w*(-lg/2+(s-2)/M2*(lg/2-np.log(lam)-1)+1/M2-3-2*np.log(lam)))
    return f1, 0.5*np.sum(w/M2), 0.5*np.sum(w*(1-eta**2)*lg)
def soft(v, lam, Delta):   # eikonal integral with a massive photon, |k|<Delta
    E = 1/np.sqrt(1-v*v); P = E*v
    t, wt = gl(0, np.arcsinh(Delta/lam), 200); c, wc = gl(-1, 1, 80)
    om, k = np.cosh(t)[:, None], np.sinh(t)[:, None]
    a, b = E*om-P*k*c, E*om+P*k*c
    return wt@((k*k*(2*(E*E+P*P)/(a*b)-1/a**2-1/b**2))@wc)/2
def hard_num(x, v):
    b = np.sqrt(1-(1-v*v)/(1-x)); y, w = gl(x*(1-b)/2, x*(1+b)/2, 80)
    return 0.5*w@Freal(y, x-y, (1-v*v)/4)

for v in (0.2, 0.6, 0.9):
    s = 4/(1-v*v); W = np.sqrt(s); E = W/2; P = E*v; L = np.arctanh(v)
    p1 = np.array([E, 0, 0, P]); p2 = np.array([E, 0, 0, -P]); q = p1+p2
    sig = [-(G[m]@sl(q)-sl(q)@G[m])/4 for m in range(4)]
    tr = lambda X: -sum(g[m]*np.trace((sl(p1)+I4)@X[m]@(sl(p2)-I4)@G[m]) for m in range(4)).real
    close(v*tr(G)/(4*s), R0(v), 1e-12); close(2*v*tr(sig)/(4*s), 3*v, 1e-12)
    proj = lambda X: np.array([(sl(p1)+I4)@M@(I4-sl(p2)) for M in X]).ravel()
    # vertex numerator at zero shifted loop momentum, symmetrised in x<->y
    x, y = 0.23, 0.41; z = 1-x-y
    N = sum(proj(numer(-z*p2-a*q+q, -z*p2-a*q)) for a in (x, y))/2
    T = -2*(((1-x)*(1-y)*s+1-4*z+z*z)*proj(G)+2*z*(1-z)*proj(sig))
    assert np.max(abs(N-T)) < 1e-11*np.max(abs(T))
    # absorptive part of the vertex from on-shell rescattering
    lam = 1e-5; u, wu = gl(np.log(lam**2), np.log(4*P*P+lam**2), 60); acc = 0
    for ui, wi in zip(u, wu):
        c = 1-(np.exp(ui)-lam**2)/(2*P*P); sn = np.sqrt(max(0.0, 1-c*c))
        for ph in np.arange(4)*pi/2:
            n = P*np.array([sn*np.cos(ph), sn*np.sin(ph), c])
            acc = acc-wi/(16*P*P)*proj(numer(np.r_[E, n], -np.r_[E, -n]))
    Bm = np.array([proj(G), proj(sig)]).T; rhs = pi*v/4*acc
    im = np.linalg.lstsq(Bm, rhs, rcond=None)[0]
    assert np.max(abs(Bm@im-rhs)) < 1e-9*np.max(abs(rhs))
    f1c, f2c, pc1 = contour(v, lam)
    close(im[0], f1c.imag, 1e-6); close(im[1], f2c.imag, 1e-6)
    close(pc1.real, pi1(L), 1e-8); close(pc1.imag, -pi*R0(v)/3, 1e-8)
    # real-emission trace and Dalitz boundary
    x = 0.5*v*v; b = np.sqrt(1-(1-v*v)/(1-x)); om = W*x/2
    def cosang(y1):
        E1, E2 = E*(1-x+y1), E*(1-y1)
        return E1, E2, (E2**2-E1**2-om**2)/(2*np.sqrt(E1**2-1)*om)
    close(cosang(x*(1-b)/2)[2], 1, 1e-9); close(cosang(x*(1+b)/2)[2], -1, 1e-9)
    y1 = x*(1-0.4*b)/2; E1, E2, c = cosang(y1)
    a1 = np.array([E1, 0, 0, np.sqrt(E1**2-1)])
    k = om*np.array([1, np.sqrt(1-c*c), 0, c]); a2 = np.array([W, 0, 0, 0])-a1-k; T = 0
    for m in range(4):
        for n in range(4):
            M = (G[n]@(sl(a1+k)+I4)@G[m]/(2*dot(a1, k))
                 + G[m]@(I4-sl(a2+k))@G[n]/(2*dot(a2, k)))
            T += g[m]*g[n]*np.trace((sl(a1)+I4)@M@(sl(a2)-I4)@bar(M)).real
    close(T, 8*Freal(y1, x-y1, 1/s), 1e-10)
    close(hard_num(x, v), hspec(x, v), 1e-10)
    t, w = gl(0, 1, 60); xs = v*v*(1-t*t)
    Hn = sum(wi*2*v*v*ti*(hard_num(xi, v)-R0(v)*gIR(v)/xi) for ti, wi, xi in zip(t, w, xs))
    for lam in (1e-5, 1e-7):
        f1, f2, C, H = pieces(v, lam); f1c, f2c, _ = contour(v, lam)
        sf = soft(v, lam, v*v*W/2)
        close(f1c.real, f1, 1e-8); close(f2c.real, f2, 1e-8); close(Hn, H, 1e-8)
        close(sf, gIR(v)*np.log(v*v*W/lam)+C, 1e-7)
        close(2*R0(v)*f1c.real+3*v*f2c.real+R0(v)*sf+Hn, R1(L), 1e-7)
close((R1(1e-4)-3*pi**2/4)/np.tanh(1e-4), -6, 1e-3)
close((R1(7.0)-0.75)*4*np.cosh(7.0)**2, 9, 1e-4)

# ---------- spectral quadrature, ds/s = 2 tanh L dL ----------
ed = [0, 0.1, 0.5, 1, 2, 4, 8, 13, 18]
nodes = [gl(a, b, 24) for a, b in zip(ed[:-1], ed[1:])]
Ls = np.concatenate([a for a, b in nodes]); rs = 2*np.cosh(Ls)
ws = np.concatenate([b for a, b in nodes])*2*np.tanh(Ls)/3
r0, r1, rr = R0(np.tanh(Ls)), R1(Ls), Rred(Ls)
xg, wg = gl(0, 1, 300)
pis = lambda k2: 2*np.log1p(np.outer(k2, xg*(1-xg)))@(wg*xg*(1-xg))
for k2 in (0.5, 10.0, 300.0):
    d = ws*k2/(rs**2+k2); pv = pis([k2])[0]
    close(d@r0, pv, 1e-9); close(d@rr, pv**2, 1e-9)
mom0, mom1, momr = [(ws/rs**2)@a for a in (r0, r1, rr)]
close(mom0, 1/15, 1e-10); close(mom1, 41/162, 1e-8); close(momr, 0, 1e-10)
rb = 400.0
big = quad(lambda L: 2*np.tanh(L)/3*(R1(L)+Rred(L))*np.exp(-2*rb*(np.cosh(L)-1)), 0, 0.5,
           epsabs=1e-12)[0]
asym = pi**2/(4*rb)-13*np.sqrt(pi)/(9*rb**1.5)
assert abs(big/asym-1) < 1e-2 < abs(big*4*rb/pi**2-1)   # remainder is O(1/r)

# ---------- muonic hydrogen ----------
me, mm, mpr = [pc[n+' mass energy equivalent in MeV'][0] for n in ('electron', 'muon', 'proton')]
mr = mm*mpr/(mm+mpr); beta = me/(alpha*mr); unit = mr*alpha**2*1e9; ap = alpha/pi
y = beta*rs; kS = (1+2*y*y)/(4*(1+y)**4); kP = 1/(4*(1+y)**4)
lev = lambda R, n: (-unit*ap**n*(ws*R)@kS, -unit*ap**n*(ws*R)@kP)
U, Ei, Er = lev(r0, 1), lev(r1, 2), lev(rr, 2)
dU, dI, dR = [a[1]-a[0] for a in (U, Ei, Er)]
lr, wr = gl(np.log(1e-6), np.log(70), 400); rho = np.exp(lr)
uS = rho*np.exp(-rho/2)*eval_genlaguerre(1, 1, rho); uP = rho**2*np.exp(-rho/2)
chi = np.exp(-np.outer(rho, y))@(ws*(r1+rr))
for i, u in enumerate((uS, uP)):
    close(-unit*ap**2*(wr@(u*u*chi))/(wr@(u*u*rho))/(Ei[i]+Er[i]), 1, 1e-7)
lk, wk = gl(np.log(1e-4), np.log(1e4), 400); kap = np.exp(lk)
ff = lambda n: factorial(n)*((1-1j*kap)**(-(n+1))).imag/kap
dF = ff(3)/24-(ff(1)-ff(2)+ff(3)/4)/2; pk = pis((kap/beta)**2)
dUk, dRk = [-2/pi*unit*ap**n*wk@(kap*pk**n*dF) for n in (1, 2)]
close(dUk/dU, 1, 1e-7); close(dRk/dR, 1, 1e-6)
assert abs(dI+dR-1.51) < 0.005

# second order in V = -sum_j w_j exp(-y_j r)/r, basis u = r^n exp(-zeta r), muonic a.u.
mp.mp.dps = 60
def second(l, w, yy, ratio, N):
    hf = mp.mpf(1)/2; I = lambda n, a: factorial(n)/a**(n+1)
    ex = [(1, 1/mp.sqrt(2)), (2, -hf/mp.sqrt(2))] if l == 0 else [(2, 1/mp.sqrt(24))]
    B = [(n, hf) for n, c in ex]+[(l+1, mp.mpf(ratio)**j/10) for j in range(N)]
    D = len(B); A = mp.zeros(D+1); b = mp.zeros(D+1, 1)
    for i, (a, za) in enumerate(B):
        for j, (c, zc) in enumerate(B):
            n, z = a+c, za+zc
            A[i, j] = (hf*(a*c+l*(l+1))*I(n-2, z)-(hf*(a*zc+c*za)+1)*I(n-1, z)
                       + (hf*za*zc+hf**3)*I(n, z))
        A[i, D] = A[D, i] = sum(cf*I(a+c, za+hf) for c, cf in ex)
        b[i] = -sum(cf*wj*I(a+c-1, za+hf+yj) for c, cf in ex for wj, yj in zip(w, yy))
    sol = mp.lu_solve(A, -b)
    return float(sum(b[i]*sol[i] for i in range(D)))
for l in (0, 1):
    close(8*second(l, [mp.mpf(1)], [mp.mpf(0)], 1.4, 28), -1, 1e-5)
wm, ym = [mp.mpf(float(a)) for a in ws*r0], [mp.mpf(float(a)) for a in y]
S2, P2 = [unit*ap**2*second(l, wm, ym, 1.4, 28) for l in (0, 1)]
S2b, P2b = [unit*ap**2*second(l, wm, ym, 1.6, 20) for l in (0, 1)]
close((P2b-S2b)/(P2-S2), 1, 2e-4)

print(f"1/alpha = {1/alpha:.9f}")
print(f"m_e, m_mu, m_p = {me:.8f}, {mm:.7f}, {mpr:.7f} MeV")
print(f"reduced mass m_r = {mr:.6f} MeV")
print(f"beta = muonic Bohr radius = {beta:.7f} (1/m_e)")
print(f"m_r alpha^2 = {unit:.2f} meV; times (alpha/pi)^2 = {unit*ap**2:.6f} meV")
v = 0.6; L = np.arctanh(v); W = 2*np.cosh(L); f1, f2, C, H = pieces(v, 1.0)
print(f"v=0.6 (dimensionless; ln lam terms dropped): s={W*W:.4f} L={L:.6f} p={np.exp(-2*L):.4f}")
print(f"  R0={R0(v):.6f} g={gIR(v):.6f} Re f1={f1:.6f} Re f2={f2:.6f}")
print(f"  C={C:.6f} ln(v^2 sqrt s)={np.log(v*v*W):.6f} H={H:.6f}")
print(f"  virtual={2*R0(v)*f1+3*v*f2:.6f} soft={R0(v)*(gIR(v)*np.log(v*v*W)+C):.6f}")
print(f"  R1={R1(L):.6f} pi1={pi1(L):.6f} 2 pi1 R0={Rred(L):.6f}")
for v in (0.01, 0.2, 0.4, 0.8, 0.9, 0.99):
    print(f"v={v}: R1={R1(np.arctanh(v)):.6f}  2 pi1 R0={Rred(np.arctanh(v)):.6f}")
L0 = brentq(pi1, 0.1, 5)
print(f"pi1=0 at v={np.tanh(L0):.6f}, sqrt s={2*np.cosh(L0):.5f} m_e")
print(f"moments int R ds/(3 s^2): R0 {mom0:.9f}, R1 {mom1:.9f}, reducible {momr:.1e}")
print(f"  compare 1/15={1/15:.9f}, 41/162={41/162:.9f}")
for r in (0.01, 0.1, 0.5, 1.0, 2.0):
    ex = ws*np.exp(-rs*r)
    print(f"r={r} (1/m_e): chi_irr={ex@r1:.6f} chi_red={ex@rr:.6f} chi={ex@(r1+rr):.6f}")
print(f"r={rb:.0f} (1/m_e): chi e^(2r)={big:.6e}, asymptote {asym:.6e}")
print(f"kernel y^2/(2(1+y)^4) at threshold y={2*beta:.5f}: {2*beta**2/(1+2*beta)**4:.6f}")
print(f"integrals dE/(m_r alpha^2 (alpha/pi)^2): irr {dI/unit/ap**2:.7f}, red {dR/unit/ap**2:.7f}")
print(f"Uehling 2S {U[0]:.4f}, 2P {U[1]:.4f}, 2P-2S {dU:.4f} meV")
print(f"irreducible 2S {Ei[0]:.5f}, 2P {Ei[1]:.5f}, 2P-2S {dI:.5f} meV")
print(f"reducible 2S {Er[0]:.5f}, 2P {Er[1]:.5f}, 2P-2S {dR:.5f} meV")
print(f"reducible 2P-2S in momentum space {dRk:.5f} meV")
print(f"Kallen-Sabry 2S {Ei[0]+Er[0]:.5f}, 2P {Ei[1]+Er[1]:.5f} meV")
print(f"Kallen-Sabry 2P-2S = {dI+dR:.5f} meV = {(dI+dR)*1e-12*e/planck:.2f} GHz")
print(f"ratio to Uehling = {(dI+dR)/dU:.6f} = {(dI+dR)/dU/ap:.4f} alpha/pi")
print(f"second-order Uehling (separate) 2S {S2:.4f}, 2P {P2:.4f}, 2P-2S {P2-S2:.4f} meV")
print("all good")
```

Running it gives:

```
1/alpha = 137.035999178
m_e, m_mu, m_p = 0.51099895, 105.6583755, 938.2720894 MeV
reduced mass m_r = 94.964471 MeV
beta = muonic Bohr radius = 0.7373837 (1/m_e)
m_r alpha^2 = 5056986.72 meV; times (alpha/pi)^2 = 27.284923 meV
v=0.6 (dimensionless; ln lam terms dropped): s=6.2500 L=0.693147 p=0.2500
  R0=0.792000 g=1.142267 Re f1=3.932841 Re f2=-0.369678
  C=-0.996400 ln(v^2 sqrt s)=-0.105361 H=-1.115260
  virtual=5.564199 soft=-0.884466
  R1=3.564473 pi1=-0.402907 2 pi1 R0=-0.638205
v=0.01: R1=7.342656  2 pi1 R0=-0.026662
v=0.2: R1=6.260624  2 pi1 R0=-0.494645
v=0.4: R1=5.008579  2 pi1 R0=-0.766952
v=0.8: R1=2.039107  2 pi1 R0=0.029902
v=0.9: R1=1.329908  2 pi1 R0=0.686616
v=0.99: R1=0.797346  2 pi1 R0=2.403605
pi1=0 at v=0.794027, sqrt s=3.29011 m_e
moments int R ds/(3 s^2): R0 0.066666667, R1 0.253086420, reducible -1.8e-15
  compare 1/15=0.066666667, 41/162=0.253086420
r=0.01 (1/m_e): chi_irr=2.973213 chi_red=4.895154 chi=7.868367
r=0.1 (1/m_e): chi_irr=1.590600 chi_red=0.631152 chi=2.221752
r=0.5 (1/m_e): chi_irr=0.437995 chi_red=-0.013046 chi=0.424949
r=1.0 (1/m_e): chi_irr=0.119038 chi_red=-0.012037 chi=0.107001
r=2.0 (1/m_e): chi_irr=0.011032 chi_red=-0.001385 chi=0.009647
r=400 (1/m_e): chi e^(2r)=5.849236e-03, asymptote 5.848476e-03
kernel y^2/(2(1+y)^4) at threshold y=1.47477: 0.028992
integrals dE/(m_r alpha^2 (alpha/pi)^2): irr 0.0459228, red 0.0093440
Uehling 2S -219.5840, 2P -14.5766, 2P-2S 205.0074 meV
irreducible 2S -1.41117, 2P -0.15817, 2P-2S 1.25300 meV
reducible 2S -0.24261, 2P 0.01234, 2P-2S 0.25495 meV
reducible 2P-2S in momentum space 0.25495 meV
Kallen-Sabry 2S -1.65377, 2P -0.14582 meV
Kallen-Sabry 2P-2S = 1.50795 meV = 364.62 GHz
ratio to Uehling = 0.007356 = 3.1667 alpha/pi
second-order Uehling (separate) 2S -0.1532, 2P -0.0023, 2P-2S 0.1509 meV
all good
```
